# The Davidson correction and its renormalized and Davidson-Silver forms

**Q.** A CISD calculation contains no quadruple excitations. You want to estimate their energy from two numbers that the calculation does provide, its correlation energy and the weight of its reference determinant. Why should those numbers know anything about quadruples?

**A.** Because some quadruples are two double excitations happening independently, and CISD knows about doubles. Perturbation theory shows how much of the quadruple energy has this origin.

Take one closed-shell reference \(|0\rangle\) with real canonical Hartree-Fock orbitals. Let \(D\) be the sum of orbital energies minus its value in the reference, so that \(D|0\rangle=0\) and \(D|K\rangle=\Delta_K|K\rangle\) for an excited determinant, with \(\Delta_K>0\). Let \(\bar V\) be the rest of \(H-E_{\rm HF}\), so that \(\langle0|\bar V|0\rangle=0\). With a counting parameter \(\lambda\), set to one at the end,
\[
(D+\lambda\bar V)\Psi=E\Psi,\qquad \langle0|\Psi\rangle=1 .
\]
Here \(E\) is the correlation energy. Its first-order part vanishes. Orders one to three read
\[
D\Psi_1=-\bar V|0\rangle,\qquad D\Psi_2=-\bar V\Psi_1+E_2|0\rangle,
\]
\[
D\Psi_3=-\bar V\Psi_2+E_2\Psi_1+E_3|0\rangle .
\]
Brillouin's theorem removes singles from \(\bar V|0\rangle\), so \(\Psi_1\) contains doubles alone. Define \(S=\langle\Psi_1|\Psi_1\rangle\). Projection on \(\langle0|\) gives \(E_n=\langle0|\bar V|\Psi_{n-1}\rangle\), and in particular \(E_2=-\sum_K|\langle K|\bar V|0\rangle|^2/\Delta_K<0\).

For the fourth order, use \(\langle0|\bar V=-\langle\Psi_1|D\) and then the equation for \(\Psi_3\):
\[
E_4=-\langle\Psi_1|D|\Psi_3\rangle=\langle\Psi_1|\bar V|\Psi_2\rangle-E_2S ,
\]
where \(\langle\Psi_1|0\rangle=0\) removed the \(E_3\) term. Inserting \(\Psi_2\) gives
\[
E_4=-\sum_{K\ne0}\frac{|\langle K|\bar V|\Psi_1\rangle|^2}{\Delta_K}-E_2S .
\]
The last term is the renormalization term. It is positive.

**Q.** That is the full theory. What does CI with doubles do?

**A.** The same derivation holds inside any space that contains the reference and the doubles. Only the range of \(K\) changes. CID sums over doubles, CISD over singles and doubles, and both keep the whole of \(-E_2S\). Admitting quadruples adds
\[
E_{\rm quad}=-\sum_{K\in\rm quad}\frac{|\langle K|\bar V|\Psi_1\rangle|^2}{\Delta_K}.
\]
Triples also enter at fourth order. Nothing below corrects for them.

The renormalization term is the source of the size-consistency error. For \(N\) identical systems far apart, \(E_2\) and \(S\) are each proportional to \(N\), so \(-E_2S\) grows as \(N^2\). An energy should grow as \(N\), so something must cancel this term.

**Q.** You want the quadruples to do it. But their denominators are sums of four orbital-energy differences, while \(E_2S\) contains only denominators of doubles. How can they match?

**A.** The quadruple part of \(\Psi_2\) factorizes. Write \(\Psi_1=T_2|0\rangle\), where \(T_2\) moves two electrons from occupied to virtual orbitals. Let \(V_D\) be the part of \(\bar V\) that does the same, so \(V_D|0\rangle=\bar V|0\rangle\). The first-order equation says \([D,T_2]|0\rangle=-V_D|0\rangle\). An operator made purely of such excitations is fixed by its action on \(|0\rangle\), hence
\[
[D,T_2]=-V_D .
\]
Both \(V_D\) and \(T_2\) create only in virtual orbitals and annihilate only in occupied ones, with an even number of fermion operators per term, so they commute. Therefore
\[
D\,\tfrac12T_2^2|0\rangle=\tfrac12\big([D,T_2]T_2+T_2[D,T_2]\big)|0\rangle=-V_DT_2|0\rangle .
\]
The right side is minus the quadruple part of \(\bar V\Psi_1\), because \(V_D\) is the only part of a two-body operator that raises the excitation level by two. This is the equation obeyed by the quadruple part of \(\Psi_2\), so
\[
\Psi_2^{\rm quad}=\tfrac12T_2^2|0\rangle .
\]
The large denominators have combined into products of small ones. Now
\[
E_{\rm quad}=\langle\Psi_1|\bar V|\Psi_2^{\rm quad}\rangle=\tfrac12\langle0|T_2^\dagger V_D^\dagger T_2T_2|0\rangle .
\]
In Wick's theorem, \(V_D^\dagger\) can be contracted completely with one \(T_2\), and \(T_2^\dagger\) with the other. There are two ways to choose, which cancels the factor \(\tfrac12\). The factors are \(\langle0|V_D^\dagger T_2|0\rangle=E_2\) and \(\langle0|T_2^\dagger T_2|0\rangle=S\). Thus
\[
E_{\rm quad}=E_2S+L .
\]
The remainder \(L\) collects the contractions in which each \(T_2\) shares its indices between \(V_D^\dagger\) and \(T_2^\dagger\). These connect all four operators, so for separated systems \(L\) is a sum of one-system terms. The disconnected part \(E_2S\) cancels the renormalization term.

**Q.** And the correction is what you get by throwing \(L\) away?

**A.** Yes, together with one replacement. Let \(E_c\) be the CISD correlation energy and \(c_0\) the reference coefficient in the normalized CISD vector. In intermediate normalization the excited part has squared norm
\[
\sigma=\frac{1-c_0^2}{c_0^2},\qquad\text{so}\qquad 1-c_0^2=\frac{\sigma}{1+\sigma}.
\]
Since \(\sigma=\lambda^2S+O(\lambda^3)\) and \(E_c=\lambda^2E_2+O(\lambda^3)\),
\[
(1-c_0^2)E_c=\lambda^4E_2S+O(\lambda^5).
\]
This gives the Davidson correction,
\[
\Delta E_{\rm D}=(1-c_0^2)E_c .
\]
It is negative and is added to the CISD energy. Fourth order fixes only its leading term: \(\sigma E_c\) would agree equally well.

**Q.** Throwing \(L\) away worries me. With two electrons there are no quadruples, yet your correction is not zero.

**A.** The objection is correct. With two electrons \(T_2^2|0\rangle=0\), so \(L=-E_2S\), and the true correction vanishes. The product \(E_2S\) counts pairs of excitations that use the same electrons or the same virtual orbitals. Such terms violate the exclusion principle, and \(L\) removes them, along with supplying the other connected contractions.

The neglect matters with four electrons too. For linear BeH\(_2\) with a bond length of 1.33 Å, in the STO-3G basis with the Be 1s core frozen, I summed the expressions above over all determinants. The results are \(E_2=-0.022903\) hartree and \(S=0.011851\), so
\[
E_2S=-0.2714\ \text{mE}_h,\qquad E_{\rm quad}=-0.1204\ \text{mE}_h,
\]
and \(L=0.1510\) mE\(_h\). The quadruples supply only 0.44 of the disconnected product.

**Q.** Is there a system where I can see that fraction come out of a formula?

**A.** Take \(N\) noninteracting electron pairs. Each pair has a ground configuration and one doubly excited configuration, with matrix
\[
\begin{pmatrix}0&v\\v&\Delta\end{pmatrix},\qquad v>0,\ \Delta>0 .
\]
Use the diagonal as the unperturbed part. Each excited pair has first-order amplitude \(-v/\Delta\), so
\[
E_2=-\frac{Nv^2}{\Delta},\qquad S=\frac{Nv^2}{\Delta^2}.
\]
A state with pairs \(i\) and \(j\) both excited is reached from \(\Psi_1\) in two ways. Its matrix element is \(-2v^2/\Delta\), its energy is \(2\Delta\), and its contribution is \(-(4v^4/\Delta^2)/(2\Delta)=-2v^4/\Delta^3\). There are \(N(N-1)/2\) such states:
\[
E_{\rm quad}=-\frac{N(N-1)v^4}{\Delta^3}=\Big(1-\frac1N\Big)E_2S,\qquad L=\frac{Nv^4}{\Delta^3}.
\]
The leading correction is Davidson's times \(1-1/N\). Two such pairs would give a fraction 0.50. The pairs in BeH\(_2\) interact, and the fraction there is 0.44.

**Q.** For large \(N\) that factor goes away, but then \(1-c_0^2\) need not be small, and a leading-order formula is no use.

**A.** In this model CID can be solved without expansion. The reference couples to the symmetric combination \(N^{-1/2}\sum_i|i\rangle\) of the singly excited-pair states, with matrix element \(\sqrt N\,v\). The other combinations decouple. What remains is a two-state problem with diagonal elements \(0\) and \(\Delta\). Write its lower eigenvector as \((\cos\theta,-\sin\theta)\), so \(c_0=\cos\theta\). The two rows of the eigenvalue equation are
\[
-\sqrt N\,v\sin\theta=E_c\cos\theta,
\]
\[
\sqrt N\,v\cos\theta-\Delta\sin\theta=-E_c\sin\theta .
\]
The first gives \(E_c=-\sqrt N\,v\tan\theta\). Putting this into the second and multiplying by \(\cos\theta\) gives \(\sqrt N\,v(\cos^2\theta-\sin^2\theta)=\Delta\sin\theta\cos\theta\), or
\[
\tan2\theta=\frac{2\sqrt N\,v}{\Delta},\qquad 0<\theta<\frac{\pi}{4}.
\]
Hence \(E_c=-\tfrac12\Delta\tan2\theta\tan\theta\). Because \(\tan2\theta\tan\theta=2\sin^2\theta/\cos2\theta=(1-\cos2\theta)/\cos2\theta\),
\[
E_c=-\frac{\Delta}{2}(\sec2\theta-1),\qquad \cos2\theta=2c_0^2-1 .
\]

**Q.** You have the CID function. How do you put the missing multiple excitations into it?

**A.** Keep its amplitudes and let the pairs be excited independently. In intermediate normalization each pair has amplitude \(t=-\tan\theta/\sqrt N\). The product over pairs of \(|{\rm ground}\rangle+t|{\rm excited}\rangle\) has the energy expectation value
\[
E_{\rm prod}=\frac{N(2vt+\Delta t^2)}{1+t^2}.
\]
The numerator is \(-2\sqrt N\,v\tan\theta+\Delta\tan^2\theta\). The CID energy, written as an expectation value, has this same numerator over \(1+\tan^2\theta=1+\sigma\). So the numerator equals \(E_c(1+\sigma)\), and with \(t^2=\sigma/N\)
\[
E_{\rm prod}=E_c\,\frac{1+\sigma}{1+\sigma/N}.
\]
CID divides the energy of all pairs by a norm containing all excitations. In the product, each pair's energy is divided by that pair's norm alone.

Now let \(N\to\infty\) with \(Nv^2\) fixed, so that \(\theta\) and \(\sigma\) stay fixed while each pair becomes weakly correlated. Then \(E_{\rm prod}\to E_c(1+\sigma)=E_c/c_0^2\). Subtracting \(E_c\) gives the renormalized correction,
\[
\Delta E_{\rm R}=\frac{1-c_0^2}{c_0^2}\,E_c .
\]

**Q.** Those amplitudes were optimized for the wrong energy expression. Why keep them?

**A.** There is no need to. Reoptimizing them gives the exact pair energy \(\varepsilon\), the lower root of the two-by-two matrix:
\[
N\varepsilon=-\frac{N\Delta}{2}\left(\sqrt{1+\frac{4v^2}{\Delta^2}}-1\right),\qquad \frac{4v^2}{\Delta^2}=\frac{\tan^22\theta}{N}.
\]
Dividing by the CID energy,
\[
\frac{N\varepsilon}{E_c}=\frac{N\left(\sqrt{1+\tan^22\theta/N}-1\right)}{\sec2\theta-1}.
\]
At finite \(N\), this ratio minus one, times \(E_c\), is the Pople correction. It vanishes for \(N=1\), as it must.

In the same limit as before, \(\sqrt{1+x}=1+x/2+\dots\) turns the numerator into \(\tfrac12\tan^22\theta=\tfrac12(\sec2\theta-1)(\sec2\theta+1)\). So
\[
\frac{N\varepsilon}{E_c}\to\frac{\sec2\theta+1}{2}=\frac{1+\cos2\theta}{2\cos2\theta}=\frac{c_0^2}{2c_0^2-1}.
\]
Subtracting one leaves \((1-c_0^2)/(2c_0^2-1)\), which is the Davidson-Silver form:
\[
\Delta E_{\rm DS}=\frac{1-c_0^2}{2c_0^2-1}\,E_c,\qquad c_0^2>\tfrac12 .
\]
What reoptimization gains over the renormalized form is
\[
\Delta E_{\rm DS}-\Delta E_{\rm R}=E_c\left[\frac{c_0^2}{2c_0^2-1}-\frac1{c_0^2}\right]=E_c\,\frac{(1-c_0^2)^2}{c_0^2(2c_0^2-1)}.
\]
This is negative, as it should be when amplitudes are improved variationally. It is of second order in \(1-c_0^2\), so all three corrections share the same leading term.

**Q.** Show me numbers for something with electrons in it.

**A.** Hydrogen molecules in the minimal STO-3G basis, placed 1000 bohr apart, realize the model. Each has one bonding and one antibonding orbital, and their opposite parity keeps single excitations out of the ground state. At a bond length of 1.4 bohr the integrals give \(v=0.18126\) and \(\Delta=1.57729\) hartree, hence \(\varepsilon=-20.562\) mE\(_h\).

For eight molecules CISD gives \(E_c=-151.991\) mE\(_h\) and \(c_0^2=0.91921\). The corrections, in mE\(_h\), are
\[
\Delta E_{\rm D}=0.08079\times(-151.991)=-12.28,
\]
\[
\Delta E_{\rm R}=\frac{-12.28}{0.91921}=-13.36,\qquad \Delta E_{\rm DS}=\frac{-12.28}{0.83842}=-14.65 .
\]
The exact correction within this basis is \(8\varepsilon-E_c=-164.493+151.991=-12.50\) mE\(_h\).

**Q.** So the crudest formula wins. Doesn't that undermine the other two?

**A.** It wins here by cancellation. Davidson's formula omits the factor \(1-1/N\), which makes it too large in magnitude, and it omits higher powers of \(1-c_0^2\). With the factor included, the leading term is \(\tfrac78\times(-12.28)=-10.74\) mE\(_h\), so the higher powers must supply \(-1.76\) mE\(_h\). Dropping the factor supplies \(-1.53\) mE\(_h\) instead, which is nearly the same.

The cancellation depends on \(N\). Davidson's form is the closest of the three up to \(N=8\), but its error changes sign between \(N=7\) and \(N=8\) and grows quickly beyond. These are total correlation energies in mE\(_h\), from the formulas above:

| \(N\) | CISD | exact | +D | +R | +DS |
|---|---|---|---|---|---|
| 1 | −20.6 | −20.6 | −20.8 | −20.8 | −20.8 |
| 2 | −40.6 | −41.1 | −41.6 | −41.6 | −41.7 |
| 8 | −152.0 | −164.5 | −164.3 | −165.4 | −166.6 |
| 100 | −1188.1 | −2056.2 | −1545.1 | −1698.5 | −2083.0 |

For one molecule CISD is already exact in the basis, and each of these three corrections does harm. For two, all three overshoot. The table also shows that a corrected energy is not an upper bound. The finite-\(N\) product energy is one, since it belongs to an actual wave function. For eight molecules, with \(\sigma=0.08079/0.91921=0.0879\), it is \(-165.35/(1+0.0879/8)=-163.55\) mE\(_h\), above the exact value.

**Q.** At \(N=100\) Davidson-Silver is close while the others are far off. Is it then size-consistent?

**A.** Its total is extensive in this model. From the results above,
\[
E_c+\Delta E_{\rm DS}=E_c\,\frac{\sec2\theta+1}{2}=-\frac{\Delta}{4}\tan^22\theta=-\frac{Nv^2}{\Delta}
\]
for every \(N\). The energy per pair is constant, but it is the second-order energy of the model, with the diagonal as the unperturbed part. It is not the \(E_2\) with orbital-energy denominators, which is \(-13.16\) mE\(_h\) for this H\(_2\). The exact one can be written
\[
\varepsilon=-\frac{v^2}{\Delta/2+\sqrt{\Delta^2/4+v^2}},
\]
whose denominator exceeds \(\Delta\). Davidson-Silver therefore overshoots for every finite \(N\). For H\(_2\) it gives \(-20.83\) mE\(_h\) per molecule instead of \(-20.56\), an excess of 1.3% that adding molecules does not cure.

This does not contradict the limit used in the derivation. There \(Nv^2\) was fixed and each pair became weakly correlated. If \(Nv^2\) is held at its value for eight H\(_2\) molecules, the Davidson-Silver total lies below the exact one by 1.72, 0.176 and 0.0176 mE\(_h\) for \(N=10\), 100 and 1000. The next term of the square root is proportional to \(1/N\), in accord with this decrease.

With \(v\) fixed and \(N\to\infty\), the other two forms fail. Then \(\theta\to\pi/4\), \(c_0^2\to\tfrac12\) and \(E_c\to-\sqrt N\,v\). The Davidson total tends to \(\tfrac32E_c\) and the renormalized one to \(2E_c\). Both grow as \(\sqrt N\), while the exact energy grows as \(N\), so the recovered fraction tends to zero.

**Q.** Real molecules have interacting pairs. What happens there?

**A.** Take water with O–H distances of 0.96 Å and an angle of 104.5°, in the 6-31G basis with the oxygen 1s core frozen. CISD gives \(E_c=-129.416\) mE\(_h\) and \(c_0^2=0.96045\). Full CI in the same orbital space gives \(-136.200\) mE\(_h\), so CISD lies 6.78 mE\(_h\) too high. Davidson's correction is
\[
0.03955\times(-129.416)=-5.12\ \text{mE}_h .
\]
Dividing by \(0.96045\) gives \(-5.33\), and dividing by \(2c_0^2-1=0.92090\) gives \(-5.56\) mE\(_h\). The errors that remain against full CI, in mE\(_h\), are

| Method | Error |
|---|---|
| CISD | 6.78 |
| Davidson | 1.67 |
| renormalized | 1.46 |
| Davidson-Silver | 1.23 |
| Pople, \(N=4\) | 2.70 |

**Q.** The Pople form is exact for your model at finite \(N\), and here it is the worst of the four corrections. Should I conclude that it is the worse theory?

**A.** This table cannot decide that. The gap between CISD and full CI also contains triples and the connected effects of interacting pairs, which none of these formulas describes. The effects of triples and quadruples can be estimated one at a time. Admitting only triples to CISD lowers the energy by 0.98 mE\(_h\), and admitting only quadruples lowers it by 5.75 mE\(_h\), more than any of the four corrections supplies. The fourth-order sums for water give \(E_2S=-4.85\) and \(E_{\rm quad}=-5.56\) mE\(_h\). So \(L=-0.71\) mE\(_h\) is negative here, unlike in BeH\(_2\) and the pair model, and the fraction is 1.15 instead of the 0.75 of four independent pairs. All four corrections fall short, so the largest lands closest, and the factor that the Pople form adds moves it the wrong way in this molecule. The full-CI value itself omits core correlation, relativity and everything beyond the 6-31G basis, so these are errors within that orbital space, not errors against experiment.

What the derivation supports is narrower. When \(1-c_0^2\) is small, the three forms differ little: in water they span 0.44 mE\(_h\). When they differ strongly, higher powers of \(1-c_0^2\) matter, and fourth-order theory, which fixes only the leading term common to all three, cannot select among them. For a few noninteracting pairs the missing factor \(1-1/N\) is a serious error in all three. For interacting pairs the fraction need not be \(1-1/N\), or even below one, as water shows. As \(c_0^2\) approaches \(\tfrac12\), the Davidson-Silver denominator vanishes. In the pair model the total is always \(-Nv^2/\Delta\). It stays near the exact energy when the approach to \(\tfrac12\) comes from large \(N\) at small fixed \(v/\Delta\). It diverges when the approach comes from \(\Delta\to0\). For one STO-3G H\(_2\) molecule stretched to 5 bohr, \(c_0^2=0.573\) and the Davidson-Silver total is \(-977\) mE\(_h\), against the exact \(-248.5\). For interacting pairs nothing in this derivation guarantees even the relation found in the model.
